# Lyddane-Sachs-Teller relation for a dielectric with one infrared oscillator, part 1

(Sections cited here and not found follow in the second part.)

## First derivation: the pole and the zero of the permittivity

In an insulating crystal with one infrared-active oscillator, the long-wavelength optical vibrations have a transverse frequency $\omega_T$ and a longitudinal frequency $\omega_L$. The two frequencies are tied to two dielectric constants by the Lyddane-Sachs-Teller relation

$$
\frac{\omega_L^2}{\omega_T^2}=\frac{\varepsilon_0}{\varepsilon_\infty}. \tag{1}
$$

Here $\varepsilon_0$ is the static permittivity, measured with the ions free to move but the size and shape of the cell held fixed. In a crystal with inversion symmetry, such as rocksalt, holding the cell fixed makes no difference in weak fields. The constant $\varepsilon_\infty$ is the permittivity when the ions stand still and the electrons alone respond. It is the value on the plateau above the lattice frequencies and below the electronic absorption edge, and it is not the vacuum value 1. The frequency $\omega_T$ is the pole of the permittivity $\varepsilon(\omega)$, and $\omega_L$ is its zero.

The relation is shown here for a crystal that is cubic or isotropic, harmonic, undamped and free of mobile charge. The wavelength is long compared with the lattice constant, so that the response at a point depends on the field at that point. Hartree atomic units are used, with $\hbar=1$ and $\mathbf D=\mathbf E+4\pi\mathbf P$. The field $\mathbf E$ is the macroscopic one, averaged over a unit cell.

### The energy of a cell and the equations of motion

Take a crystal with two ions per cell, of masses $m_1$ and $m_2$. Let $\mathbf u$ be the displacement of the positive sublattice relative to the negative one. A cell is neutral, so a uniform field exerts no total force on it, and the forces on the two sublattices are $\mathbf f$ and $-\mathbf f$. The accelerations are $\mathbf f/m_1$ and $-\mathbf f/m_2$. Their difference is

$$
\ddot{\mathbf u}=\mathbf f\left(\frac1{m_1}+\frac1{m_2}\right)=\frac{\mathbf f}{\mu},\qquad \mu=\frac{m_1m_2}{m_1+m_2}.
$$

The electrons are much faster than the ions and take their ground state at the instantaneous $\mathbf u$ and $\mathbf E$. There is then an energy per cell $U(\mathbf u,\mathbf E)$ whose derivatives give the force and the cell dipole $v\mathbf P$, where $v$ is the cell volume:

$$
\mathbf f=-\frac{\partial U}{\partial\mathbf u},\qquad v\mathbf P=-\frac{\partial U}{\partial\mathbf E}.
$$

At $\mathbf u=\mathbf E=0$ both force and dipole vanish, so $U$ has no linear terms. In a cubic crystal the quadratic terms that can be built from two vectors are $u^2$, $\mathbf u\cdot\mathbf E$ and $E^2$. To leading order, then,

$$
U=\tfrac12ku^2-Z\,\mathbf u\cdot\mathbf E-\tfrac12v\chi E^2. \tag{2}
$$

This defines three constants. The stiffness $k$ acts at zero macroscopic field. The effective charge $Z$ is the cell dipole per unit displacement at zero macroscopic field. The susceptibility $\chi$ belongs to clamped ions. The field acting on a particular ion differs from the average field, but in the harmonic regime that difference is linear in $\mathbf u$ and $\mathbf E$. It changes the values of $k$, $Z$ and $\chi$ and leaves the form of (2) as it is.

Differentiation gives

$$
\mu\ddot{\mathbf u}=-k\mathbf u+Z\mathbf E, \tag{3}
$$

$$
\mathbf P=\frac{Z}{v}\mathbf u+\chi\mathbf E. \tag{4}
$$

The same $Z$ stands in both equations because both come from the one mixed term in the energy.

### The permittivity

Let all quantities vary as $e^{-i\omega t}$. Two time derivatives then give the factor $(-i\omega)^2=-\omega^2$, and (3) becomes

$$
(k-\mu\omega^2)\,\mathbf u=Z\mathbf E.
$$

With $\omega_T^2=k/\mu$, which is positive in a stable crystal, and for $\omega\neq\omega_T$,

$$
\mathbf u=\frac{Z\mathbf E}{\mu(\omega_T^2-\omega^2)}. \tag{5}
$$

Below $\omega_T$ the positive ions move along the field. Above it they move against the field, as any driven oscillator does above its resonance. Inserting (5) in (4), and (4) in the definition of $\mathbf D$, gives

$$
\mathbf D=\mathbf E+4\pi\chi\mathbf E+\frac{4\pi Z}{v}\,\frac{Z\mathbf E}{\mu(\omega_T^2-\omega^2)}.
$$

The factor multiplying $\mathbf E$ is the permittivity. With the abbreviations

$$
\varepsilon_\infty=1+4\pi\chi,\qquad S=\frac{4\pi Z^2}{v\mu},
$$

it reads

$$
\varepsilon(\omega)=\varepsilon_\infty+\frac{S}{\omega_T^2-\omega^2}. \tag{6}
$$

The constant $S$ has the dimension of a squared frequency and measures how strongly the vibration couples to the field. At $\omega=0$,

$$
\varepsilon_0=\varepsilon_\infty+\frac{S}{\omega_T^2},
\qquad\text{so}\qquad S=(\varepsilon_0-\varepsilon_\infty)\,\omega_T^2. \tag{7}
$$

Now put (6) over a common denominator:

$$
\varepsilon(\omega)=\frac{\varepsilon_\infty(\omega_T^2-\omega^2)+S}{\omega_T^2-\omega^2}
=\varepsilon_\infty\,\frac{\omega_T^2+S/\varepsilon_\infty-\omega^2}{\omega_T^2-\omega^2}.
$$

The numerator is linear in $\omega^2$, so there is one positive frequency at which it vanishes:

$$
\omega_L^2=\omega_T^2+\frac{S}{\varepsilon_\infty}. \tag{8}
$$

The permittivity is therefore fixed by its pole, its zero and its plateau value:

$$
\varepsilon(\omega)=\varepsilon_\infty\,\frac{\omega_L^2-\omega^2}{\omega_T^2-\omega^2}. \tag{9}
$$

Setting $\omega=0$ gives $\varepsilon_0=\varepsilon_\infty\omega_L^2/\omega_T^2$, which is (1). The same follows from (7) and (8) directly:

$$
\omega_L^2=\omega_T^2+\frac{\varepsilon_0-\varepsilon_\infty}{\varepsilon_\infty}\,\omega_T^2=\frac{\varepsilon_0}{\varepsilon_\infty}\,\omega_T^2.
$$

### Why the pole is transverse and the zero longitudinal

It remains to show that these two frequencies belong to lattice waves. Consider a free wave proportional to $e^{i\mathbf q\cdot\mathbf r-i\omega t}$. If retardation is negligible, the electric field has no curl. Without free charge, $\mathbf D$ has no divergence. For a plane wave these conditions are

$$
\mathbf q\times\mathbf E=0,\qquad \mathbf q\cdot\mathbf D=0. \tag{10}
$$

The first says that $\mathbf E$ is parallel to $\mathbf q$ or zero, and the second that $\mathbf D$ is perpendicular to $\mathbf q$ or zero. There are two cases.

If $\mathbf E=0$, equation (3) becomes $(\omega_T^2-\omega^2)\mathbf u=0$. A vibration with $\mathbf u\neq0$ has $\omega=\omega_T$. Equation (4) then gives $\mathbf D=4\pi Z\mathbf u/v$, and the second condition requires $\mathbf q\cdot\mathbf u=0$. The wave is transverse, with two independent polarizations. A polarization without any field is what a pole of the permittivity describes.

If $\mathbf E\neq0$, the frequency is not $\omega_T$, because (3) at $\omega_T$ would demand $Z\mathbf E=0$. Hence $\mathbf D=\varepsilon(\omega)\mathbf E$ with finite $\varepsilon$, and $\mathbf D$ is parallel to $\mathbf q$. It must also be perpendicular to $\mathbf q$, so $\mathbf D=0$ and $\varepsilon(\omega)=0$. By (5) the displacement is parallel to $\mathbf E$ and thus to $\mathbf q$. This is the one longitudinal wave, and its frequency is $\omega_L$.

The mechanical reason for the higher frequency can be read from $\mathbf D=0$. Equation (4) gives $\varepsilon_\infty\mathbf E+4\pi Z\mathbf u/v=0$, or

$$
\mathbf E=-\frac{4\pi Z}{v\varepsilon_\infty}\,\mathbf u. \tag{11}
$$

A longitudinal wave piles up polarization charge, and the field of that charge pushes the ions back. Equation (3) then reads

$$
\mu\ddot{\mathbf u}=-\left(k+\frac{4\pi Z^2}{v\varepsilon_\infty}\right)\mathbf u, \tag{12}
$$

and division by $\mu$ reproduces (8). At a given effective charge $Z$, the electrons weaken the extra force by the factor $1/\varepsilon_\infty$. They also contribute to $Z$ itself, so this factor is not their whole effect. In a transverse wave the polarization has no divergence, no charge appears, and the extra force is absent.

### Limiting cases and the forbidden band

If $Z\to0$, then $S\to0$. The pole and the zero merge and cancel, $\varepsilon_0=\varepsilon_\infty$, and the two optical frequencies agree. This is the case of a nonpolar crystal such as silicon. If instead the stiffness $k$ becomes small while $Z$ and $\varepsilon_\infty$ stay fixed, $\omega_T$ tends to zero and $\varepsilon_0$ grows as $1/\omega_T^2$, while $\omega_L$ tends to the finite value $\sqrt{S/\varepsilon_\infty}$. In this model a very large static permittivity at fixed $Z$ and $\varepsilon_\infty$ thus signals a soft transverse vibration.

For $Z\neq0$, equation (8) gives $\omega_L>\omega_T$. Between the two frequencies the numerator of (9) is positive and the denominator negative, so $\varepsilon<0$. Light that falls perpendicularly from vacuum on a thick crystal is then fully reflected. To see this, let the incident, reflected and transmitted amplitudes of the electric field be $1$, $r$ and $t$. Continuity of the tangential electric and magnetic fields gives $1+r=t$ and $1-r=nt$ with $n=\sqrt{\varepsilon}$. Eliminating $t$ gives $1-r=n(1+r)$, hence

$$
r=\frac{1-n}{1+n}.
$$

For negative $\varepsilon$ the index is imaginary, $n=i\kappa$. Then $|1-i\kappa|=|1+i\kappa|$, and $|r|^2=1$.

### Where retardation enters

The conditions (10) neglect the magnetic field. The full equations for a plane wave are

$$
\mathbf q\times\mathbf E=\frac{\omega}{c}\mathbf B,\qquad \mathbf q\times\mathbf B=-\frac{\omega}{c}\mathbf D.
$$

Taking the cross product of $\mathbf q$ with the first and inserting the second gives $\mathbf q\times(\mathbf q\times\mathbf E)=-(\omega^2/c^2)\mathbf D$. For a longitudinal field the left side is zero, so $\mathbf D=0$ as before, and $\omega_L$ is unchanged. For a transverse field the left side is $-q^2\mathbf E$, and

$$
c^2q^2=\varepsilon(\omega)\,\omega^2. \tag{13}
$$

With (9) and $x=\omega^2$ this becomes $c^2q^2(\omega_T^2-x)=\varepsilon_\infty x(\omega_L^2-x)$, or

$$
x^2-\left(\omega_L^2+\frac{c^2q^2}{\varepsilon_\infty}\right)x+\frac{c^2q^2\omega_T^2}{\varepsilon_\infty}=0.
$$

The two roots have the sum in the bracket and the product in the last term. When $cq$ is large, the larger root approaches $c^2q^2/\varepsilon_\infty$, which is light in a medium of clamped ions. The product then shows that the smaller root approaches $\omega_T^2$. When $q\to0$, the larger root approaches $\omega_L^2$, and the smaller one approaches

$$
\frac{c^2q^2\omega_T^2}{\varepsilon_\infty\omega_L^2}=\frac{c^2q^2}{\varepsilon_0},
$$

where (1) was used. This is light in the static dielectric.

The name "transverse optical frequency" for the pole therefore carries a condition. The wavelength must be short enough for retardation to be negligible, yet long compared with the lattice constant. At still longer wavelengths the pole remains at $\omega_T$ and (1) remains true of the function $\varepsilon(\omega)$, but the transverse waves themselves are mixtures of light and vibration with other frequencies.

## Second derivation: two stiffnesses and two capacitances

The second derivation takes over the following symbols. The relative displacement of the sublattices is $u$, the reduced mass is $\mu$ and the cell volume is $v$. The effective charge $Z$ is the cell dipole per displacement at zero macroscopic field. The permittivity is $\varepsilon_0$ for free ions at rest in a static field and $\varepsilon_\infty$ for clamped ions. It also takes over one result: without retardation and free charge, transverse waves vibrate at $E=0$ and longitudinal waves at $D=0$. The function $\varepsilon(\omega)$ is not needed.

### The energy as a function of displacement and charge

Put the crystal between two parallel metal plates of area $A$ and distance $d$, and let $u$, $E$ and $D$ be the components along the normal. A free charge $\sigma$ per area on the plates produces $D=4\pi\sigma$. Carrying the further charge $A\,d\sigma$ through the voltage $Ed$ costs the work

$$
(Ed)(A\,d\sigma)=(Ad)\,\frac{E\,dD}{4\pi}.
$$

Per cell the work is $vE\,dD/4\pi$. If the ions also move by $du$ against their internal force $f$, the energy per cell $W(u,D)$ changes by

$$
dW=\frac{v}{4\pi}E\,dD-f\,du. \tag{14}
$$

For small amplitudes $W$ is quadratic. Call its three coefficients $k_D$, $b$ and $a$:

$$
W=\tfrac12k_Du^2-b\,uD+\tfrac12aD^2. \tag{15}
$$

Comparison of its derivatives with (14) gives

$$
f=-k_Du+bD,\qquad \frac{v}{4\pi}E=-bu+aD. \tag{16}
$$

Four simple experiments on these two equations supply all that is needed.

The first derivation has obtained (1) from the pole and the zero of $\varepsilon(\omega)$, and the second has so far set up the energy of a cell between plates and the two linear equations (16). It remains to carry out the four experiments that lead from (16) to the relation, to extend it to several oscillators and friction, and to test it on a model lattice and on magnesium oxide.
